\section*{Comment: does excluding four-way conflicts guarantee three masks?}

\section{The argument under review}

The argument concerns a layer of small features that is to be printed with three masks. Two features closer than the same-mask spacing rule are in conflict and must go on different masks. The author reasons as follows.

\begin{quote}
Four features that all conflict with one another need four masks. We searched the layout and found no such group. A feature can be refused a mask only when its neighbours already occupy all three, and that would make a group of four. The layout therefore decomposes into three masks.
\end{quote}

The first sentence is correct, and the search it suggests is useful. The third sentence is the one to examine. Suppose a feature has neighbours on masks 1, 2 and 3. Each of these neighbours conflicts with the feature, but nothing says that they conflict with one another. They may have been driven onto different masks by other features. So a blocked feature does not imply a group of four. Reassigning its neighbours might free a mask, and the question is whether such a reassignment can be found in every layout that has no group of four.

\section{Conventions}

Represent each feature by a vertex and each conflict by an edge. A decomposition into $k$ masks assigns one of $k$ labels to every vertex so that the ends of each edge have different labels. I assume that the layout is fixed, that each feature is printed whole on one mask, and that every conflict is a strict pairwise prohibition. A group of four mutually conflicting features is written $K_4$.

Adding a conflict cannot reduce the number of masks needed, because every assignment valid afterwards was valid before. In particular, tightening the spacing rule on a fixed layout cannot reduce that number.

\section{A layout that decides the question}

Take five features whose conflicts form a closed ring, each conflicting with its two ring neighbours and with no other ring member. Add a hub that conflicts with all five.

This layout contains no $K_4$. Any four of its features include at least three ring members, and three members of a five-ring cannot all conflict with one another: among any three, some pair is not adjacent on the ring. The search in the argument therefore reports nothing.

Now try three masks. Put the hub on mask 1. Every ring member conflicts with the hub, so the ring has masks 2 and 3 left. With two masks the labels must alternate around the ring: 2, 3, 2, 3, 2. The fifth member then meets the first on the same mask. Starting with 3 changes nothing, so three masks fail. Four suffice: the hub takes 1 and the ring takes 2, 3, 2, 3, 4. The layout needs four masks, and the argument's conclusion is false.

The obstruction is one of parity around a loop. No group of four features shows it.

\section{Counting the assignments}

The same result follows from a count that also covers other ring lengths. Let $C_n(q)$ be the number of valid assignments of $q$ labels to a ring of $n\ge 3$ features. Cut one conflict of the ring to leave an open chain. Its first feature has $q$ choices and each later one has $q-1$, giving $q(q-1)^{n-1}$ assignments. The two end features either differ, which is a valid ring of length $n$, or agree, in which case they can be merged into one feature of a ring of length $n-1$. Hence, for $n\ge4$,
\begin{equation}
C_n(q)+C_{n-1}(q)=q(q-1)^{n-1}.
\end{equation}
Write $C_n=(q-1)^n+D_n$. Since
\begin{equation}
(q-1)^n+(q-1)^{n-1}=(q-1)^{n-1}\,[(q-1)+1]=q(q-1)^{n-1},
\end{equation}
the remainder obeys $D_n=-D_{n-1}$. For three mutually conflicting features $C_3=q(q-1)(q-2)$, so
\begin{equation}
D_3=(q-1)\left[q(q-2)-(q-1)^2\right]=-(q-1).
\end{equation}
Therefore $D_n=(-1)^n(q-1)$ and
\begin{equation}
C_n(q)=(q-1)^n+(-1)^n(q-1).
\end{equation}
With a hub, there are $k$ choices for the hub and $q=k-1$ labels left for the ring:
\begin{equation}
W_n(k)=k\left[(k-2)^n+(-1)^n(k-2)\right].
\end{equation}
At $k=3$ this becomes $W_n(3)=3[1+(-1)^n]$, which is 6 for even $n$ and 0 for odd $n$. A hub with a six-ring is therefore printable with three masks, and a hub with any odd ring is not. The case $n=3$ is $K_4$ itself. The argument looks for the first member of an infinite family and misses the rest.

For the five-ring, $W_5(4)=4(32-2)=120$. Each of these uses all four masks, since three are not enough, so renaming the masks gives $4!=24$ versions of each decomposition. There are $120/24=5$ different decompositions, one for each choice of the ring member that has a mask to itself.

\section{No smaller exception exists}

Is there a smaller layout without a $K_4$ that needs more than three masks, or another of the same size? There is neither: among layouts of at most six features, the hub with a five-ring is the sole exception. The proof uses the graph $H$ whose edges join features that do \emph{not} conflict. Having no $K_4$ means that $H$ has no four vertices without an edge among them.

\paragraph{Up to five features.} Three or fewer need at most three masks. With four, some pair does not conflict and shares a mask. With five, suppose first that $H$ has two disjoint edges. These give two shared masks, and the fifth feature takes the third. If $H$ has a triangle, its three features share one mask and the other two take one each. If $H$ has neither, all its edges meet at a common vertex; removing that vertex leaves a $K_4$, which is excluded.

\paragraph{Six features, $H$ with a triangle.} Let $S$ be three features with no conflicts among them and $T$ the other three. If some pair in $T$ does not conflict, $T$ needs at most two masks and $S$ takes the third. If all of $T$ conflict, give them masks 1, 2, 3. Each member of $S$ fails to conflict with some member of $T$, or there would be a $K_4$, and it takes that member's mask. Members of $S$ may share masks freely.

\paragraph{Six features, $H$ without a triangle.} If $H$ contains three disjoint edges, the three pairs fill three masks. Suppose it does not.

If $H$ is bipartite, each side has no $H$-edges inside it and so has at most three vertices; the sides $A$ and $B$ have three each. By Hall's theorem, the lack of three disjoint edges means that some $X\subseteq A$ has a neighbour set $N(X)\subseteq B$ with $|N(X)|<|X|$. Then $X\cup(B\setminus N(X))$ has no $H$-edges and contains $|X|+3-|N(X)|\ge4$ vertices, which is a $K_4$ of conflicts and is excluded.

So $H$ has an odd cycle, which must have length five. It has no chord, since a chord would close a triangle. If the sixth vertex had an $H$-edge to the cycle, that edge and two edges from the remaining four-vertex path would be three disjoint edges. Hence the sixth vertex has no $H$-edge: it conflicts with all five others. The five pairs missing from the $H$-cycle also form a five-ring. This is the hub with its ring.

\section{Can it occur in a via layer?}

A conflict graph drawn on paper need not correspond to printable shapes. Consider first round holes, with a conflict when the centre distance is below $d$. Put five holes on a regular pentagon of radius $R$ about a central hole. The three centre distances are
\begin{equation}
R,\qquad 2R\sin 36^\circ=1.1756R,\qquad 2R\sin72^\circ=1.9021R .
\end{equation}
The wheel appears for $1.1756R<d\le1.9021R$. For $R<d\le1.1756R$ the ring conflicts vanish and two masks suffice. For $d>1.9021R$ all six holes conflict and six masks are needed. The exception thus occupies a broad interval of spacing rules.

For square vias on a grid, take a width $w=26$ nm, a same-mask rule $s=64$ nm and a smallest gap of 20 nm between vias on different masks. The centres, in nm, are
\begin{equation}
\begin{aligned}
&0:(0,0),\quad 1:(0,58),\quad 2:(-55,18),\\
&3:(-34,-47),\quad 4:(34,-47),\quad 5:(55,18).
\end{aligned}
\end{equation}
They are a pentagon of radius 58 nm rounded to 1 nm. For centre offsets $\Delta x,\Delta y$, the edge-to-edge gap is
\begin{equation}
g=\sqrt{\max(|\Delta x|-w,0)^2+\max(|\Delta y|-w,0)^2},
\end{equation}
and a conflict means $g<s$. The layout is symmetric under $x\to-x$, so nine gaps cover all fifteen pairs:
\begin{align}
&\text{hub:} && g_{01}=32,\quad g_{05}=29,\quad g_{04}=\sqrt{8^2+21^2}=22.5,\\
&\text{ring:} && g_{15}=\sqrt{29^2+14^2}=32.2,\quad g_{45}=39,\quad g_{34}=42,\\
&\text{other:} && g_{24}=\sqrt{63^2+39^2}=74.1,\quad g_{14}=\sqrt{8^2+79^2}=79.4,\quad g_{25}=84,
\end{align}
all in nm. The first two rows lie below 64 nm and the third lies above it. All gaps exceed 20 nm. The ten conflicts are those of the wheel, so this layout needs four masks although it has no $K_4$.

\section{What would repair it}

Losing any one conflict restores three masks. If a ring conflict goes, the ring becomes a chain and alternates between masks 2 and 3. If a hub conflict goes, the freed ring member joins the hub on mask 1 and the other four alternate. A three-mask version of the unchanged layout therefore has at least one spacing violation, and one is attainable.

The gap $g$ is the distance from the point $(\Delta x,\Delta y)$ to a square of half-width $w$ centred on the origin. Moving one via by a distance $\delta$ changes $g$ by at most $\delta$. Removing a conflict by moving one via thus takes at least $64-42=22$ nm. Moving via 3 by 22 nm in the $-x$ direction attains this bound: its gap to via 4 becomes 64 nm, no new conflict appears, and the 20 nm rule still holds. Whether the wires above and below allow the move is a separate matter.

If the hub is a wire, it may be possible to split it into two overlapping pieces on different masks. Suppose each ring member conflicts with exactly one piece, and each piece has at least one ring neighbour. One piece, $Q$, has at most two. Label the ring with masks 1 and 2 and a single 3, placing the 3 on a neighbour of $Q$. The other piece sees no 3 and takes mask 3. Piece $Q$ sees 3 and at most one other label, so it has a mask left. If some ring members conflict with both pieces, as can happen near the overlap, the split may fail, and with three or more such members it always does. The split also needs a legal overlap between the pieces, and a via has no room for one.

\section{Bearing on a real process}

The dimensions are round values chosen for illustration. The same-mask rule is in the rough regime of 193 nm immersion lithography with numerical aperture $\mathrm{NA}=1.35$; the via width and the smallest gap between masks are assumed, not derived from an exposure model. Two vias side by side at the rule have centres $64+26=90$ nm apart, so the half-pitch factor is $k_1=45\times1.35/193=0.315$. A real rule may depend on direction and surroundings. With these coordinates, at least four masks are needed for any single rule above 42 nm; at 42 nm or below, vias 3 and 4 may share a mask and three suffice. The rule would have to fall by 22 nm, about a third, before three masks sufficed.

Smaller geometrical effects do not reach that far. If every via is displaced by up to $e$ along each axis, a relative displacement is at most $2\sqrt2\,e$. The nearest change in the graph is a new conflict, $74.1-64=10.1$ nm away, so the graph is unchanged for $e<10.1/(2\sqrt2)=3.57$ nm. Changing all widths by 4 nm either way also leaves it unchanged: the largest conflicting gap rises to 46 nm at $w=22$ nm, and the smallest allowed gap falls to 68.6 nm at $w=30$ nm. These tolerances concern the conflict graph only. The 20 nm rule between different masks is stricter: at $w=30$ nm the gap $g_{04}$ is 17.5 nm, which breaks it, and placement errors within the stated limit can break it too.

The larger simplification is to replace an optical image by one spacing number. Its size can be estimated with two point holes a distance $D$ apart. In scalar theory each has the image amplitude $A(r)=2J_1(v)/v$, with $v=2\pi\,\mathrm{NA}\,r/\lambda$ and $A(0)=1$. The intensity midway between the holes, relative to that at a hole centre, is
\begin{equation}
\rho_{\rm inc}=\frac{2A(D/2)^2}{1+A(D)^2},\qquad
\rho_{\rm coh}=\left[\frac{2A(D/2)}{1+A(D)}\right]^2
\end{equation}
for incoherent and for coherent in-phase light. If $\rho>1$, a resist threshold low enough to open both holes at their nominal centres also opens the midpoint between them. At the longest conflicting distance, 68.3 nm, the ratios are 1.05 and 1.47, so the holes merge in both cases. These two cases do not bracket all illumination: a dipole source along the line of the pair, with poles at $0.8\,\mathrm{NA}$, puts the holes partly out of phase and gives a ratio of about 0.4 at the same distance. For the closest non-conflicting pair in this layout, at 110.0 nm, they are 0.36 and 0.96. The incoherent images are well separated, while the coherent ones barely are. For two vias side by side exactly at the rule, with centres 90 nm apart, the same formulas give 0.68 and 1.44: the incoherent images are separate and the coherent ones merge. The 64 nm rule is therefore an input whose validity depends on the illumination. The two formulas leave out finite hole size, polarization, off-axis illumination, mask correction and the resist. At this aperture polarization is not a small correction: with a vector point image in a medium of index 1.44 to 1.70 and light polarized along the pair, the incoherent ratios rise to about 0.9--1.1 at 90 nm and 0.6--0.8 at 110 nm, and the coherent ratio at 110 nm rises slightly above 1. The statements above about which images separate are therefore scalar results.

\section{What the author should check instead}

A stronger local test follows from the first counterexample. In a three-mask decomposition, the neighbours of any feature share the two masks it does not use. Their mutual conflicts must therefore contain no odd ring. This test detects every hub with an odd ring, including $K_4$. It is necessary, but it is still not sufficient.

Consider the conflict graph known as the Moser spindle, with features 0 to 6 and conflicts
\begin{equation}
01,\,02,\,12,\,13,\,23,\quad 04,\,05,\,45,\,46,\,56,\quad 36 .
\end{equation}
The neighbours of 0 have the separate conflicts 12 and 45. Those of 1 have 02 and 23, those of 2 have 01 and 13, and those of 3 have just 12; features 4, 5 and 6 repeat this pattern. No neighbourhood has a ring, so the test is passed and there is no $K_4$. With three masks, however, 1 and 2 differ from each other and from 0, which forces 3 onto the mask of 0. In the same way 6 is forced onto the mask of 0. But 3 and 6 conflict. Four masks suffice: features 0 to 6 can take 1, 2, 3, 1, 2, 3, 4. I use this example as a graph and do not claim a via layout for it.

The search for $K_4$ should be kept as a quick way to reject a layout. The claim that a layout passes should rest on an explicit three-mask assignment, which can be verified conflict by conflict. Failure of a heuristic to find one does not show that none exists; that requires an exhaustive search or a proof such as the parity argument above.

Numbers in the example were calculated in double precision.
